Effective electron repulsion on a defect level coupled to the lattice

A defect in a semiconductor has one localised orbital, which can hold n = 0, 1 or 2 electrons. The electrons push on the surrounding atoms, whose motion is described by one coordinate Q with mass M and momentum P. The Hamiltonian is

H = εn + U n↑n↓ + P²/2M + KQ²/2 − gnQ, with n = n↑ + n↓.

Here ε is the energy of the level at Q = 0, U > 0 is the repulsion between two electrons at fixed Q, K is the stiffness, and g is the force that each electron exerts along Q. The point Q = 0 is the equilibrium position for the empty level. The algebra uses atomic units, so ħ = 1; numbers are in eV and Å.

Three assumptions are built in. The number n is conserved by H, so mixing of the orbital with the bands is left out. The coupling energy is linear in Q, meaning that the force g does not depend on Q. The constants K and M do not depend on n. The repulsion U may include screening by the other electrons, but not the relaxation of Q, which would then be counted twice.

**(a) Find the mean displacement and the lowest energy E(n) for each n, treating the lattice quantum mechanically.**

Both n↑ and n↓ commute with H, so each occupation can be treated separately, with n an ordinary number. Because n↑² = n↑ and n↓² = n↓,

n² = n↑ + n↓ + 2n↑n↓ = n + 2n↑n↓,

and therefore n↑n↓ = n(n − 1)/2, which is 0, 0, 1 for n = 0, 1, 2.

The terms containing Q form a shifted parabola. Completing the square gives

KQ²/2 − gnQ = (K/2)(Q − gn/K)² − g²n²/2K.

Expanding the right side returns KQ²/2 − gnQ + g²n²/2K − g²n²/2K, as it should. The new equilibrium is

Q_n = gn/K,

where the electronic force gn balances the spring force KQ. The energy gain g²n²/2K is the difference of two parts: the electrons gain gnQ_n = g²n²/K, and the spring takes back KQ_n²/2 = g²n²/2K.

Define q = Q − Q_n. Since Q_n is a constant for given n, q and P obey the same commutation relation as Q and P. What remains, P²/2M + Kq²/2, is an ordinary oscillator of frequency ω = √(K/M) with lowest energy ω/2. Its ground state is symmetric about q = 0, so Q_n is also the mean displacement. Hence

E(n) = εn + Un(n − 1)/2 − g²n²/2K + ω/2.

**(b) The effective repulsion is the energy needed to turn two distant, singly occupied centres into one empty and one doubly occupied centre, all with relaxed lattices. Find it, and say how it depends on M, on temperature and on the choice of reference occupation.**

The energy before the transfer is 2E(1), and afterwards it is E(0) + E(2). The definition is thus

U_eff = E(2) + E(0) − 2E(1).

The three energies are

E(0) = ω/2,
E(1) = ε − g²/2K + ω/2,
E(2) = 2ε + U − 2g²/K + ω/2.

In the combination, ε enters as 2ε − 2ε = 0 and the zero-point energy as ω/2 + ω/2 − 2(ω/2) = 0. The lattice terms give −2g²/K + g²/K = −g²/K. Therefore

U_eff = U − g²/K.

The factor can be understood by writing n² = n + n(n − 1) in the lattice gain:

−g²n²/2K = −(g²/2K)n − (g²/K)n(n − 1)/2.

The first term lowers the energy of each electron by g²/2K, whether or not a second one is present. The second term acts once per pair and has the same form as the repulsion. It is an attraction: each electron gains energy in the distortion produced by the other. For a stiff lattice, K → ∞ at fixed g, the attraction vanishes and U_eff → U.

The mass has dropped out, so within this model the result is not restricted to heavy nuclei. At temperature T the oscillator contributes the same free energy for each n, because its frequency is the same. The second difference of the lattice-relaxed free energies is then again U − g²/K; electronic degeneracies are counted separately in part (d).

If Q is measured from the equilibrium at another occupation n₀, the coupling becomes −g(n − n₀)Q and the gain becomes

−(g²/2K)(n² − 2n₀n + n₀²).

The two added terms are linear in n and constant. They have no second difference, so U_eff is unchanged. The levels do not move either: the change of origin also replaces ε by the level energy at the new Q = 0, which is ε − g²n₀/K, and adds the constant g²n₀²/2K, and these cancel the two added terms. With several independent coordinates the square is completed for each, and g²/K is replaced by the sum of g_i²/K_i.

**(c) The centre exchanges electrons with a reservoir of Fermi level μ. Which occupations can be the ground state, and how strongly are successive carriers bound?**

The ground state minimises E(n) − μn. One electron is preferred to none when μ exceeds

L₁ = E(1) − E(0) = ε − g²/2K,

and two are preferred to one when μ exceeds

L₂ = E(2) − E(1) = ε + U − 3g²/2K.

Their separation is L₂ − L₁ = U − g²/K = U_eff.

If U_eff > 0, the singly occupied centre is stable for L₁ < μ < L₂, a window of width U_eff. If U_eff < 0, that is g² > KU, stability of n = 1 would require μ ≥ L₁ and μ ≤ L₂ < L₁ together, which is impossible. The occupation then jumps from 0 to 2 where E(2) − 2μ = E(0):

μ* = [E(2) − E(0)]/2 = ε + U/2 − g²/K.

For recombination, consider holes from a valence band whose edge is the zero of energy. A doubly occupied centre that captures a hole gives up an electron and releases L₂. Capture of a second hole releases L₁, which is larger when U_eff < 0. Likewise, with the conduction-band edge at E_c, the first captured electron releases E_c − L₁ and the second releases E_c − L₂, again more. In both cases the second carrier is bound more strongly by |U_eff|. This concerns binding energies; capture rates also depend on matrix elements, charge and lattice overlap.

**(d) For U_eff < 0, find the largest fraction of centres that can be singly occupied in thermal equilibrium, for any Fermi level. Let occupation n have degeneracy d_n.**

For independent centres the statistical weights are, up to a common lattice factor,

w_n = d_n exp{−[E(n) − μn]/kT},

where k is Boltzmann's constant. In the ratio w₁²/(w₀w₂) the Fermi level cancels:

w₁²/(w₀w₂) = [d₁²/(d₀d₂)] exp{[E(2) + E(0) − 2E(1)]/kT} = [d₁²/(d₀d₂)] x²,

with x = exp(U_eff/2kT). Hence √(w₀w₂) = w₁√(d₀d₂)/(d₁x).

The fraction is p₁ = w₁/(w₀ + w₁ + w₂). Since (√w₀ − √w₂)² ≥ 0, the sum w₀ + w₂ is at least 2√(w₀w₂), with equality at w₀ = w₂. A Fermi level that gives w₀ = w₂ exists, because w₂/w₀ grows from 0 to ∞ with μ. The maximum is therefore

p₁,max = d₁x/[d₁x + 2√(d₀d₂)].

With spin as the sole degeneracy, d = (1, 2, 1), this is x/(1 + x). For kT much smaller than |U_eff| it falls as exp(−|U_eff|/2kT). For kT much larger than |U_eff|, x → 1 and the fraction tends to 1/2, so the pairing is lost.

**(e) The repulsion U still acts at fixed lattice. How does it affect the transfer of an electron between two distant, singly occupied centres? Treat Q₁ and Q₂ classically.**

The energies before and after the transfer are

V₁₁ = 2ε + K(Q₁² + Q₂²)/2 − g(Q₁ + Q₂),
V₀₂ = 2ε + U + K(Q₁² + Q₂²)/2 − 2gQ₂.

Their difference is V₀₂ − V₁₁ = U + g(Q₁ − Q₂). At the starting point Q₁ = Q₂ = g/K it equals U: a transfer too fast for the lattice to follow costs the full repulsion.

A slow transfer can take place where the surfaces cross, at Q₂ − Q₁ = U/g. Write Q₁ = g/K + a and Q₂ = g/K + b. Then V₁₁ lies K(a² + b²)/2 above its minimum, and the crossing requires b − a = U/g. From

a² + b² = [(a + b)² + (b − a)²]/2

the lowest crossing has a + b = 0 and a² + b² = U²/2g². The barrier is

B = KU²/4g².

This requires the crossing to separate the two minima. At the start V₀₂ − V₁₁ = U must be positive; at the end, Q₁ = 0 and Q₂ = 2g/K, the difference U − 2g²/K must be negative. The condition is 0 < U < 2g²/K. Pairing can thus be favourable in energy and still be delayed by a barrier.

**(f) Evaluate the results for U = 0.25 eV, g = 2.0 eV/Å, K = 12.0 eV/Å², ε = 0.30 eV above the valence-band edge, and M equal to one silicon mass.**

These are round model parameters in the rough regime of the vacancy in silicon, where n = 0, 1, 2 stand for charges 2+, 1+ and 0. The lattice term and the effective repulsion are

g²/K = 4.0/12.0 = 0.3333 eV,
U_eff = 0.25 − 0.3333 = −0.0833 eV (−0.00306 hartree).

Diagonalising H for each n on a grid of 101 points between Q = −0.5 Å and 0.9 Å also gives −0.0833 eV. At fixed K and U, the sign changes at g = √(KU) = 1.73 eV/Å, so the chosen force is about 15 % above the threshold.

The displacements are 0.167 Å and 0.333 Å for one and two electrons. The levels are

L₁ = 0.30 − 0.1667 = 0.133 eV,
L₂ = 0.30 + 0.25 − 0.5000 = 0.050 eV,

in inverted order, and the jump from 0 to 2 electrons occurs at μ* = 0.092 eV. The first hole captured by the neutral centre is bound by 0.050 eV, the second by 0.133 eV.

At 77 K, L₁/kT = 20.1, so U_eff/2kT = −20.1 × 0.0833/(2 × 0.1333) = −6.28 and x = 0.0019. At most 0.19 % of the centres are singly occupied. At 150 K the limit is 3.8 %.

The transfer barrier is B = 12.0 × 0.0625/(4 × 4.0) = 0.047 eV. The vibrational quantum is 0.042 eV, nearly as large, so the lattice can also tunnel and B should not be read as the activation energy of a rate.

The quantum also fixes how well the lattice ground states for n = 0 and n = 1 overlap. They are Gaussians proportional to exp(−Mωq²/2), displaced by g/K. Their squared overlap is exp[−Mω(g/K)²/2], which with M = K/ω² becomes exp(−S), where

S = g²/2Kω = 0.1667/0.0423 = 3.9.

The overlap factor is 0.019, so a change of charge without emission or absorption of vibrational quanta is suppressed about fiftyfold.

**(g) How robust is the negative sign, and what changes in a real device?**

U_eff is a small difference of two larger energies. Suppose first that the stiffness depends on occupation, K_n = K(1 + sn). Apart from a zero-point term of second order in s,

U_eff = U − 2g²/[K(1 + 2s)] + g²/[K(1 + s)] ≈ U − (g²/K)(1 − 3s).

For s = ±0.05 the estimated shift is ±3 × 0.05 × 0.333 = ±0.05 eV. The full calculation gives −0.140 eV if each electron softens the spring by 5 % and −0.039 eV if each stiffens it by 5 %. A stiffening of 10.4 % per electron removes the negative sign. These figures hold with g and K fixed at the geometry of the empty centre. The added energy KsnQ²/2 changes the force per electron to g − KsQ, so the reference occupation now matters, unlike in part (b). If g and K are instead fixed at the singly occupied geometry, the classical result is U − (g²/K)/(1 − s²), with no first-order shift; it is −0.084 eV for s = ±0.05.

Next add a lattice energy cQ³ with |c| = 1.80 eV/Å³, which is 10 % of the harmonic energy at the two-electron displacement. To first order it contributes c⟨Q³⟩ = c(Q_n³ + 3Q_n⟨q²⟩). The second part is linear in n and cancels; the first leaves

c(g/K)³(8 − 2) = 6c(g/K)³ = ±0.05 eV.

With a cubic term the potential has no lower bound far from the origin, so the calculation is confined to the grid, around the local minimum. The calculated values are −0.154 eV for negative c and −0.044 eV for positive c. Both lie below the first-order estimates of −0.133 and −0.033 eV. The reason is the further relaxation under the additional force −3cQ_n², which lowers E(n) by (3cQ_n²)²/2K for either sign of c. Its second difference, −(9c²/2K)(g/K)⁴(16 − 2), is −0.013 eV. This lies between the actual differences from the first-order estimates, −0.021 eV for negative c and −0.010 eV for positive c.

The silicon vacancy is a known case of inverted levels near the valence band, and ε was chosen to place the model levels there, roughly a tenth of an eV above the edge. The levels are therefore not predictions. The real defect has a threefold orbital, and the distorted 1+ and neutral vacancies can each point along three axes. With d = (1, 6, 3), the largest singly occupied fraction rises from 0.19 % to 0.32 % at 77 K and from 3.8 % to 6.5 % at 150 K. The vacancy is mobile well below room temperature and forms complexes with impurities and other vacancies. The numbers at 77 K thus concern cold, irradiated silicon rather than a photonic device at room temperature, where the complexes need their own parameters. At 150 K an isolated vacancy may already migrate, so the fractions given there show the trend of the model, not a lasting population. Given the shifts found above, the sign for any particular defect needs a calculation that includes anharmonicity, changes of stiffness, further modes and mixing with the bands; the last two are not sized here.

A junction also breaks the equilibrium assumed in part (d). In a field F, a hole of charge e, mass m and binding energy L₁ faces a triangular barrier of length L₁/eF. The tunnelling exponent is

2∫√[2m(L₁ − eFx)] dx = 4√(2m) L₁^(3/2)/(3eF),

integrated from 0 to L₁/eF. For F = 0.1 MV/cm and m = 0.3 electron masses it is 18.2, or 22.2 with the lattice factor S if no vibrational quanta are exchanged. This mass is a round value between the light and heavy holes of silicon. The exponent scales as √m and is 13 for m = 0.16 and 23 for m = 0.49. The Coulomb repulsion of the singly charged centre left behind would add roughly 3 to 4 at m = 0.3. Absorbing quanta lowers the barrier and can make tunnelling easier. Thermal emission at 77 K has the exponent 20.1. The prefactors differ, and the repulsion between the hole and the charged centre is left out, so this does not decide which process is faster. Without that repulsion the exponents are comparable, so this estimate gives no ground for dismissing tunnelling at this field. The equilibrium fractions should be applied to field-free regions without carrier injection. There, with μ = μ*, the Fermi level lies 13.8 kT above the valence band at 77 K, so the holes are not degenerate. Reaching μ* takes compensation or a deeper acceptor. In uncompensated boron-doped silicon with 10¹⁴ to 10¹⁷ cm⁻³ and dilute vacancies, the Fermi level at 77 K lies roughly 0.07 to 0.04 eV above the band, below μ*, and the singly occupied fraction is smaller than the maximum by a factor of ten or more. The remaining values are listed in the numerical output.

Table of computed values

```
Level energy eps above valence band: 0.30 eV
Repulsion U at fixed lattice: 0.25 eV
Force per electron g: 2.0 eV/angstrom
Stiffness K: 12.0 eV/angstrom^2
Mass M: 28.0855 atomic mass units
Vibrational quantum: 0.0423 eV
Lattice term g^2/K: 0.3333 eV
One-electron relaxation energy g^2/(2K): 0.1667 eV
U_eff from formula: -0.0833 eV = -0.003062 hartree
U_eff from diagonalisation: -0.0833 eV
Force at which U_eff = 0: 1.7321 eV/angstrom
Displacement, n = 1: 0.1667 angstrom
Displacement, n = 2: 0.3333 angstrom
Level E(1)-E(0) above valence band: 0.1333 eV
Level E(2)-E(1) above valence band: 0.0500 eV
Fermi level where n jumps from 0 to 2: 0.0917 eV
Huang-Rhys factor S: 3.944 (no unit)
Zero-phonon overlap squared, n = 0 to 1: 0.0194 (no unit)
Crossing barrier (1,1) to (0,2): 0.0469 eV
Largest n = 1 share, 77 K, spin only: 0.187 %
Largest n = 1 share, 77 K, with orientation: 0.324 %
Largest n = 1 share, 150 K, spin only: 3.829 %
Largest n = 1 share, 150 K, with orientation: 6.451 %
Stiffness change tried per electron: 5 %
U_eff if each electron softens K so: -0.1399 eV
U_eff if each electron stiffens K so: -0.0386 eV
Stiffening per electron that gives U_eff = 0: 10.40 %
Cubic share of harmonic energy at n = 2: 10 %
Cubic coefficient: 1.80 eV/angstrom^3
U_eff with negative cubic term: -0.1540 eV
U_eff with positive cubic term: -0.0436 eV
Junction field: 0.1 MV/cm
Hole mass for tunnelling: 0.3 electron masses
Tunnelling exponent from E(1)-E(0): 18.2 (no unit)
Tunnelling exponent plus S: 22.2 (no unit)
Thermal emission exponent at 77 K: 20.1 (no unit)
Jump Fermi level over kT at 77 K: 13.8 (no unit)
```
